Comment on the Sharvin value as an upper bound for slit conductance

**The argument under review**

The manuscript considers a slit of width w in a thin wall that divides a two-dimensional electron gas. It argues as follows. Each transverse channel transmits with probability at most one, so the conductance cannot exceed the Sharvin value. Collisions between electrons deflect carriers on their way to the slit and can therefore only lower the conductance. A larger measured value must mean that the width was underestimated. A closing remark mentions an alternative formula, the Sharvin value plus a viscous term in w², and treats it as an identity, to be accepted or rejected as a whole.

Two questions need separate answers. Does the channel bound survive collisions that conserve momentum? If it does not, is that sum correct? I take linear response, a degenerate parabolic band with two spins, wide reservoirs and, at first, no loss of momentum in the bulk.

**What the channel count assumes**

Let the wall lie on y = 0 and the slit on |x| < w/2. Let f(r,θ) be the local shift of the Fermi energy for electrons moving along n = (cos θ, sin θ), and let ⟨…⟩ be the average over θ. The upper reservoir has f = U/2, the lower one f = −U/2, with U = eV. The density of states is N = m/(πħ²) and the Fermi speed is v.

Without collisions, electrons moving down through the slit carry U/2 and those moving up carry −U/2. The net number current per unit length is

N U v ∫₀^π (dθ/2π) sin θ = N U v/π.

Multiplying by e w and dividing by V = U/e gives

G_S = e²N v w/π = (2e²/h)(k_F w/π),

where v = ħk_F/m was used. The bound follows because a one-electron scattering matrix is unitary, so no channel transmits more than one. That premise concerns electrons that scatter independently. Once they collide with each other, the distribution arriving at the slit depends on the current already flowing through it, and the count no longer supplies a bound. Whether G then rises or falls has to be calculated.

**The sign of the first correction**

Take the simplest collision term that conserves number and momentum:

C f = −γ(f − Pf), Pf = ⟨f⟩ + 2n·⟨n′f⟩, γ = v/l.

The factor 2 is needed because ⟨n_i n_j⟩ = δ_ij/2. All other angular harmonics decay at the single rate γ, and l is the mean free path.

Let w ≪ l. Above the wall the collisionless solution is f = U/2 − Uc, where c = 1 for directions along which an electron has come from the slit and c = 0 otherwise. Let χ = 1 for directions leading to the slit. A collision at r changes the downward flow if the electron then heads for the slit. Integrating C f/v along each straight path, and using |sin θ| dx ds = d²r at fixed θ, gives the change of the downward number current from the upper half-plane:

N ∫ d²r ⟨χ C f⟩ = −N γ U ∫ d²r ⟨χ Pc⟩.

The constant U/2 dropped out because P leaves it unchanged, and the term ⟨χc⟩ vanished because the two cones are opposite.

If the slit is seen from r under the angle φ, then ⟨χ⟩ = ⟨c⟩ = φ/2π. The vectors ⟨nχ⟩ and ⟨nc⟩ are antiparallel, each of length

(1/2π) ∫ cos α dα from −φ/2 to φ/2 = sin(φ/2)/π.

Hence −⟨χPc⟩ equals the weight

W = 2 sin²(φ/2)/π² − (φ/2π)².

The lower half-plane contributes equally by symmetry. Multiplying by 2 and dividing by G_S,

δG/G_S = (2π/(l w)) ∫ W d²r, over y > 0.

Right at the slit φ = π and W = 2/π² − 1/4 < 0, so there the manuscript's intuition about deflection holds. Far away φ ≈ w sin β/r, with β the polar angle from the wall, and the first term of W is twice the second. Thus W → (φ/2π)² and

∫ W d²r → (w²/4π²) ∫₀^π sin²β dβ ∫ dr/r = (w²/8π) ln(R/w).

First-order theory ends at R of order l, so to leading logarithm

δG/G_S = (w/4l) ln(l/w) > 0.

The reason lies in Pc. Electrons coming from the low side form a deficit that moves away from the slit. After a collision that deficit has the angular form 1 + 2 cos α about its original direction, which is negative backwards. A negative deficit is an excess of electrons heading for the slit.

If collisions conserve number but not momentum, the first term of W is absent and the logarithm changes sign. Integrated numerically over one decade of distance, from 100w to 1000w, the change of G/G_S in units of w/l is +0.5756 with momentum conservation and −0.5756 without it. The manuscript's conclusion therefore fits collisions that lose momentum, but not those that keep it.

This logarithm does not need a detailed wall model. Electrons re-emitted by a straight wall cannot reach the coplanar slit without another collision. Such paths gain their weight at distances of order l, so they add to δG/G_S only a constant times w/l, without the logarithm.

**A wall model for every width**

To go beyond w ≪ l, I let the wall exert a normal force that cancels the net normal current at each of its points. In steady state

v n·∇f + γ(f − Pf) = 2 sin θ F(x) δ(y).

Individual electrons may cross this wall, but with a kick, and their net current is zero. For a uniform wall, f = ±U/2 on the two sides is a solution if F = vU/2. An electron crossing upwards then emerges with U/2, as if it had been emitted by the upper reservoir. Mirror symmetry makes the tangential velocity vanish on y = 0, so the viscous limit is that of a no-slip wall.

Take a Fourier component with wave vector (k,p) and q² = k² + p². Let a be the angle between n and the wave vector, and put u = ⟨nf⟩. Averaging the equation over angle gives zero longitudinal velocity. Multiplying f by sin a and averaging then gives the transverse velocity:

u_t = 2(γu_t + F_t) S, S = ⟨sin²a/(γ + ivq cos a)⟩.

Density and longitudinal force drop out because they enter with even functions of a. Put s = √(γ² + v²q²). The part of S odd in cos a averages to zero, leaving γ⟨sin²a/(γ² + v²q²cos²a)⟩. Now write

v²q² sin²a = s² − (γ² + v²q²cos²a)

and use ⟨1/(γ² + v²q²cos²a)⟩ = 1/(γs). The result is

S = (s − γ)/(v²q²) = 1/(s + γ), hence u_t = 2F_t/(s − γ).

For ql ≪ 1, s − γ ≈ v²q²/(2γ), so (v²/4γ)q²u_t = F_t. This is Stokes flow with kinematic viscosity vl/4, or η = nmvl/4. Solving the kinetic equation on 400 discrete angles also gives η/(nmvl) = 0.2500.

A normal force has F_t = Fk/q, and u_y = u_t k/q. The velocity on the wall line follows by integrating over p. With 2/(s − γ) = 2(s + γ)/(v²q²),

M ≡ v u_y/F = (2k²/v) ∫ (dp/2π)(s + γ)/q⁴.

Let x̂ = 1/(|k|l). The γ part uses ∫ dp/(p² + k²)² = π/(2|k|³) and gives x̂/2. In the s part, p = |k| tan ψ leads to

(1/π) ∫ cos ψ √(1 + x̂²cos²ψ) dψ, −π/2 < ψ < π/2.

With t = sin ψ this is (1/π) ∫ √(1 + x̂² − x̂²t²) dt from −1 to 1, an elementary integral. Altogether

M = x̂/2 + (1/π)[1 + (x̂ + 1/x̂) arctan x̂].

M tends to 2/π at short wavelengths and to x̂ at long ones. Both parts of M increase with x̂, so M > 2/π for any finite l.

Now open the slit. Write F = vU/2 + F′. The uniform part holds the pressure difference and drives no flow; F′ drives v u_y = MF′. With the downward current j = −v u_y, F′ = −Zj, where Z multiplies each Fourier component by 1/M. The force must vanish in the slit, so

Zj = vU/2 for |x| < w/2, j = 0 outside.

The conductance is G = e²N I/U with I = ∫ j dx. For l → ∞, Z = π/2 and j = vU/π, which is the Sharvin result.

**The Sharvin value as a lower bound**

Z is symmetric and positive. Let b = vU/2 and let g be any trial current confined to the slit. The slit equation gives ∫ gZj dx = b ∫ g dx and ∫ jZj dx = bI. The Cauchy–Schwarz inequality then yields

I ≥ b(∫ g dx)²/∫ gZg dx.

Choose g = 1. Since 1/M < π/2, the denominator is below πw/2, and

I > b·2w/π = vUw/π, hence G > G_S.

Within this wall model, and for the one-rate collision term that conserves momentum, the Sharvin value is therefore a lower bound at every width. The same inequality shows that G rises when l is shortened at fixed v, N and w: M grows at every k and Z falls.

**The viscous term and its edge correction**

For w ≫ l, Z → |k|l. Let h = √(A² − x²) with A = w/2. The operator |k| is a derivative followed by a Hilbert transform:

|k|h = (1/π) P∫ t dt/[(t − x)√(A² − t²)].

Write t = (t − x) + x. The first piece gives (1/π) ∫ dt/√(A² − t²) = 1. In the second, t = A cos α and z = tan(α/2) lead to a multiple of P∫₀^∞ dz/(z₀² − z²). The substitution z → z₀²/z turns this integral into its own negative, so it vanishes. Thus |k|h = 1 in the slit, and

j = (vU/2l)√(A² − x²), I = (vU/2l)(πA²/2) = πvUw²/(16l).

So G_vis = πe²N v w²/(16l). With 1/l = nmv/(4η) and Nmv² = 2n,

G_vis = πn²e²w²/(32η), G_vis/G_S = (π²/16)(w/l).

The two terms are equal at w = 16l/π² ≈ 1.62l.

Is the next term exactly G_S? The square-root profile fails within about l of each edge. Near one edge let d be the distance into the slit and J(k) = ∫₀^∞ j e^{ikd} dd. At d of order l the square-root profile gives j of order (vU/2)√(w/l), far above the drive vU/2, which can therefore be dropped there to leading order. We need j = 0 for d < 0, Zj = 0 for d > 0 and growth as √d. Write

1/M = l(−ik)^{1/2}(ik)^{1/2}R₊R₋,

where R₊ is analytic and free of zeros in the upper half-plane and R₋ in the lower. Moving the lower factors to the other side leaves J(−ik)^{1/2}R₊ equal to a function analytic below. Both sides decay at large k. Once the pole at k = 0 required by the growth is subtracted, the remainder is analytic everywhere and decays, so it vanishes, and J ∝ (−ik)^{−3/2}/R₊. Cauchy's formula for the even function ln(|t|lM) gives, at small k,

1/R₊ ≈ 1 − ikδ, δ = (1/π) ∫₀^∞ ln(t l M) dt/t².

The transforms of √d and 1/(2√d) are Γ(3/2)(−ik)^{−3/2} and Γ(3/2)(−ik)^{−1/2}. Hence

j ∝ √d + δ/(2√d) ≈ √(d + δ).

Seen from the middle of the slit, each edge lies farther out by δ. The integral gives δ = 0.417l. Replacing w² by (w + 2δ)² ≈ w² + 4wδ,

G ≈ G_vis + (π²/4)(δ/l)G_S = G_vis + 1.029G_S.

The sum is thus nearly right for wide slits, but it is not an identity. The coefficient 1.029 belongs to this wall model; a diffuse wall may have another.

For intermediate widths I expanded j in 40 even Legendre polynomials and solved the slit equation. At w/l = 200 the solution gives (G − G_vis)/G_S = 1.031, close to the edge result. Between w/l = 10⁻³ and 10⁻⁴ the relative excess divided by w/l rises by 0.572, against 0.576 from free flight. On a scan of 25 widths from w/l = 0.001 to 200, the largest error of G_S + G_vis is −6.4 per cent relative to the solved G, at the scan point w/l = 0.45; the maximum is broad and lies near w/l = 0.55.

The statement that the excess over G_S grows as w² also needs its regime. The local power of w in G − G_S, at fixed l, is 1.85 at w/l = 0.01, 1.91 at w/l = 2 and 2.00 at w/l = 100. For narrow slits the factor ln(l/w) falls as w grows and keeps the power below two.

**What this means for the manuscript's inference**

Take round parameters: density 2.5×10¹¹ cm⁻², mass 0.07 electron masses, temperature 20 K, l = 400 nm and w = 800 nm. Then k_F = √(2πn) = 0.125 nm⁻¹, and k_F w/π = 31.9 channels of 0.0775 mS each give G_S = 2.47 mS. Since w/l = 2,

G_vis = (π²/16)·2·2.47 mS = 3.05 mS.

The sum is 5.52 mS; the slit equation gives 5.78 mS, or 2.34G_S. The resistance falls from 404 Ω to 173 Ω. An analyst who insisted on the Sharvin formula would infer a width 2.34 times too large, though the geometry was known correctly.

At fixed density and l, the other widths are:

w = 100 nm: G_S = 0.309 mS, G = 0.378 mS
w = 400 nm: G_S = 1.24 mS, G = 2.13 mS
w = 1600 nm: G_S = 4.95 mS, G = 17.6 mS

At 100 nm the excess is 0.069 mS, while G_vis is 0.048 mS. The collisional gain in a narrow slit is thus larger than the viscous formula suggests. From 800 to 1600 nm the excess grows by a factor 3.8, not yet 4.

**Conditions in a real device**

These parameters are roughly those of a high-mobility semiconductor electron layer; they do not describe a particular sample. The estimate l ≈ ħvE_F/(kT)² gives 393 nm, but its numerical prefactor is uncertain. Real layers also lose momentum. For a mobility of 10⁶ cm²/Vs the corresponding mean free path is l_p = 8.2 μm, and ohmic spreading takes over beyond about D = ½√(l l_p) = 0.91 μm. With conductivity σ = neμ, the region from D out to L = 10 μm adds, on both sides together,

(2/πσ) ln(L/D) ≈ 38 Ω.

Momentum is also lost inside D, where the current density is highest. If the first harmonic in the slit equation decays at the rate v/l_p instead of being conserved, the whole addition out to the same L comes to about 80 Ω.

A wall 50 nm thick adds about 24 Ω by the Poiseuille formula 12ηd/(n²e²w³), with d the thickness. This is only an order of magnitude: the formula holds for a channel much longer than it is wide and for w ≫ l, whereas here d ≪ w and w = 2l. With the full 80 Ω the total is about 280 Ω; the sum of 235 Ω in the numerical output counts only the momentum loss beyond D. The total remains below the Sharvin 404 Ω, but a smaller mobility, a thicker wall or a larger l can remove the margin.

The result is also sensitive to the assumption of a single relaxation rate. In a degenerate two-dimensional gas, odd harmonics can relax more slowly than even ones. If the third harmonic alone is given one tenth of the common rate, with l still set by the second, the model gives G/G_S = 3.24 instead of 2.34. The number 2.34 is therefore a result of the one-rate model and not a prediction to a few per cent. The coefficient 1/4 of the narrow-slit logarithm is still more sensitive. With the slow third harmonic the scattered deficit has the form 1 + 2 cos α + 1.8 cos 3α, which is −2.8 backwards instead of −1, and the coefficient rises to about 0.7. At w = 800 nm smaller effects are the thermal factor 0.979 on G_S at fixed density (kT/E_F = 0.2) and the discreteness of channels, one of which is 3.1 per cent of G_S. At w = 100 nm there are only about four channels, and one channel, 25 per cent of G_S, exceeds the computed excess of 0.069 mS. Diffraction at the edges of a thin hard-wall slit alone lowers the collisionless conductance there by about 0.017 mS, so that row is a semiclassical model value only. A bias well below 1.7 mV, where eV = kT, keeps the measurement in linear response.

**Recommendation**

The claim of an upper bound should be restricted to electrons that do not collide with each other. A conductance above G_S does not by itself show an error in the width. To separate the two explanations, the authors should vary the temperature at fixed density and geometry. A wrong width only multiplies the ratio G/G_S by a constant factor. If it were the whole explanation, the ratio would hardly change with temperature, apart from thermal smearing and momentum loss. Momentum-conserving collisions raise the ratio as l shortens, as long as the added momentum loss stays small. The formula G_S + G_vis may be used for a first estimate under the conditions above, with its error stated. Most values quoted here can be compared with the numerical output that follows; the 80 Ω for the whole momentum loss, the total of 280 Ω that contains it, the position 0.55 of the largest error, the coefficient 0.7 and the diffraction shift of 0.017 mS are not part of that output.

Computed results

```
GENERAL RESULTS (dimensionless)
viscosity / (n m v l), angular solution: 0.2500
gain per decade of distance, momentum kept: 0.5756
same, momentum not kept: -0.5756
same from slit equation, w/l 1e-3 to 1e-4: 0.5719
edge shift delta/l: 0.4171
predicted (G-G_vis)/G_S, wide slit: 1.0293
solved (G-G_vis)/G_S at w/l=200: 1.0312
smallest G/G_S in scan w/l=0.001..200: 1.00210
largest error of simple sum: -6.35 %
  found at w/l = 0.447
power of w in G-G_S at w/l=0.01: 1.849
power of w in G-G_S at w/l=1: 1.872
power of w in G-G_S at w/l=2: 1.914
power of w in G-G_S at w/l=100: 1.999
EXAMPLE INPUTS
density: 2.50e+11 cm^-2; mass: 0.070 m_e
temperature: 20 K; l: 400 nm
mobility: 1.0e+06 cm^2/Vs
reservoir radius: 10 um
wall thickness: 50 nm
EXAMPLE RESULTS
k_F: 0.1253 nm^-1; v_F: 2.073e+05 m/s
E_F: 8.55 meV; kT: 1.723 meV
viscosity eta: 3.304e-18 kg/s
w (nm), G_S (mS), G_vis (mS), G_S+G_vis (mS), G solved (mS), G/G_S
  100   0.3091   0.0477   0.3568   0.3782  1.2235
  200   0.6182   0.1907   0.8089   0.8642  1.3980
  400   1.2364   0.7627   1.9991   2.1268  1.7201
  800   2.4728   3.0507   5.5236   5.7784  2.3367
 1600   4.9457  12.2029  17.1486  17.5837  3.5554
width where G_vis = G_S: 648 nm
main case w: 800 nm; channels: 31.9
Sharvin resistance: 404.4 ohm
slit resistance with collisions: 173.1 ohm
NEGLECTED EFFECTS, MAIN CASE
momentum-loss mean free path: 8.25 um
viscous-to-ohmic crossover length: 0.908 um
ohmic series resistance: 38.1 ohm
wall-thickness resistance (Poiseuille): 24.1 ohm
sum of the three resistances: 235.3 ohm
thermal factor on G_S at fixed density: 0.9790
one channel as share of G_S: 3.1 %
G/G_S if harmonic 3 relaxes at 0.1 of the rate: 3.2368
l from hbar v E_F/(kT)^2, rough: 393 nm
bias at which eV = kT: 1.72 mV
```
